# Counting Gap States in a 10 nm Cube of Chalcogenide Glass: a program that tests the result

```python
# Result under test: independently placed gap states of density n in a cube of
# edge L have mean number N = n L^3 and relative fluctuation 1/sqrt(N).
# For n = 1e19 cm^-3 and L = 10 nm: N = 10 and about 32 percent.
# Lengths are in nm, energies in eV, temperatures in K.
# Random placement in a large box supplies counts without assuming their law.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.spatial import cKDTree
from scipy.stats import binom

rng = np.random.default_rng(20)
density_cm3 = 1e19
edge = 10.0
density = density_cm3 * 1e-21       # states per nm^3
mean_number = density * edge**3
relative = 1 / math.sqrt(mean_number)

# Rough regime of amorphous Ge-Sb-Te, and round illustrative lengths
atom_density_cm3 = 3e22
gap = 0.7
temperatures = (300.0, 358.0)
pair_separation = 0.5
exclusion_distance = 1.0
state_radius = 0.5
edge_spread = 0.05

box = 100.0
number_of_boxes = 200
k_boltzmann = constants.k / constants.e


def poisson(k, mean):
    return math.exp(-mean) * mean**k / math.factorial(k)


def count_in_cubes(points, cube_edge):
    m = round(box / cube_edge)
    cell = np.minimum((points // cube_edge).astype(int), m - 1)
    label = (cell[:, 0] * m + cell[:, 1]) * m + cell[:, 2]
    return np.bincount(label, minlength=m**3)


def partner_inside(r):
    """Chance that a partner at distance r lies in the same cube."""
    x = r / edge
    return 1 - 1.5*x + 2*x**2/math.pi - x**3/(4*math.pi)


def touching_volume(a):
    """Volume of all points no farther than a from the cube."""
    return (edge**3 + 6*edge**2*a + 3*math.pi*edge*a**2
            + 4*math.pi*a**3/3)


# Independent placement of a fixed total number of states in each box
total = round(density * box**3)
windows = [4 * k_boltzmann * t for t in temperatures]
small, large = [], []
active = [[] for _ in windows]
for _ in range(number_of_boxes):
    points = rng.random((total, 3)) * box
    energy = (rng.random(total) - 0.5) * gap
    small.append(count_in_cubes(points, edge))
    large.append(count_in_cubes(points, 2 * edge))
    for store, width in zip(active, windows):
        chosen = points[np.abs(energy) < width / 2]
        store.append(count_in_cubes(chosen, edge))
small = np.concatenate(small)
large = np.concatenate(large)
assert abs(small.mean() - mean_number) < 1e-9
# Tolerances cover about four standard errors of the sampled variance
assert abs(small.var() / mean_number - 1) < 0.016
assert abs(large.std() / large.mean() * math.sqrt(8*mean_number) - 1) < 0.03
for k in range(26):
    assert abs(np.mean(small == k) - poisson(k, mean_number)) < 0.004
prob_low = sum(poisson(k, mean_number) for k in range(6))
prob_mid = sum(poisson(k, mean_number) for k in range(7, 14))
assert abs(np.mean(small <= 5) - prob_low) < 0.004
assert abs(np.mean((small >= 7) & (small <= 13)) - prob_mid) < 0.006
active_means = [mean_number * w / gap for w in windows]
for store, expected in zip(active, active_means):
    sample = np.concatenate(store)
    assert abs(sample.mean() / expected - 1) < 0.01
    assert abs(sample.var() / expected - 1) < 0.02

# Finite number of atomic sites: explicit sums over the binomial law
sites = round(atom_density_cm3 * 1e-21 * edge**3)
site_probability = mean_number / sites
k_values = np.arange(151)
weights = binom.pmf(k_values, sites, site_probability)
site_mean = np.sum(k_values * weights)
site_variance = np.sum((k_values - site_mean)**2 * weights)
assert abs(site_mean - mean_number) < 1e-7
assert abs(site_variance - mean_number*(1-site_probability)) < 1e-6
law_difference = max(abs(weights[k] - poisson(k, mean_number))
                     for k in range(151))
assert law_difference < site_probability
site_relative = math.sqrt((1 - site_probability) / mean_number)

# States made in close pairs, and states that exclude one another
pair_factor = 1 + partner_inside(pair_separation)
exclusion_factor = 1 - density * quad(
    lambda r: 4*math.pi*r**2*partner_inside(r), 0, exclusion_distance)[0]
excluded_volume = 4 * math.pi * exclusion_distance**3 / 3
# Parent density chosen so that the surviving density equals the stated one
parent = -math.log(1 - density * excluded_volume) / excluded_volume
paired, excluded = [], []
for _ in range(number_of_boxes):
    first = rng.random((rng.poisson(total / 2), 3)) * box
    direction = rng.normal(size=first.shape)
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    second = (first + pair_separation * direction) % box
    paired.append(count_in_cubes(np.vstack((first, second)), edge))
    points = rng.random((rng.poisson(parent * box**3), 3)) * box
    close = cKDTree(points, boxsize=box).query_pairs(
        exclusion_distance, output_type='ndarray')
    keep = np.ones(len(points), dtype=bool)
    keep[close.max(axis=1)] = False
    excluded.append(count_in_cubes(points[keep], edge))
paired = np.concatenate(paired)
excluded = np.concatenate(excluded)
assert abs(paired.mean() / mean_number - 1) < 0.01
assert abs(paired.var() / paired.mean() - pair_factor) < 0.035
assert abs(excluded.mean() / mean_number - 1) < 0.01
# Also covers the neglected second order in density, of size 0.002
assert abs(excluded.var() / excluded.mean() - exclusion_factor) < 0.016

# Spread of the three edges of the cube
volume_variance = (1 + edge_spread**2)**3 - 1
spread_relative = math.sqrt(1 / mean_number + volume_variance)
edges = edge * (1 + edge_spread * rng.normal(size=(1000000, 3)))
spread_counts = rng.poisson(density * edges.prod(axis=1))
sample_relative = spread_counts.std() / spread_counts.mean()
assert abs(sample_relative / spread_relative - 1) < 0.005

# Touching volume, sampled directly for a small and a large radius
for radius in (state_radius, 3.0):
    outer = edge + 2 * radius
    points = (rng.random((500000, 3)) - 0.5) * outer
    outside = np.maximum(np.abs(points) - edge / 2, 0)
    fraction = np.mean(np.sum(outside**2, axis=1) <= radius**2)
    assert abs(fraction - touching_volume(radius) / outer**3) < 0.002
touching_number = density * touching_volume(state_radius)


def show(label, value, unit=''):
    print(f'{label}: {value} {unit}'.rstrip())


show('Gap-state density', f'{density_cm3:.1e}', 'cm^-3')
show('Cube edge', f'{edge:.1f}', 'nm')
show('Cube volume', f'{edge**3 * 1e-21:.1e}', 'cm^3')
show('Mean number of states', f'{mean_number:.2f}')
show('Standard deviation', f'{math.sqrt(mean_number):.3f}', 'states')
show('Relative fluctuation', f'{100*relative:.2f}', 'percent')
show('Mean spacing n^(-1/3)', f'{density**(-1/3):.2f}', 'nm')
show('Simulated number of cubes', len(small))
show('Simulated standard deviation', f'{small.std():.3f}', 'states')
show('Simulated fluctuation', f'{100*small.std()/small.mean():.2f}', 'percent')
show('Probability of exactly 10', f'{100*poisson(10, mean_number):.2f}',
     'percent')
show('Probability of 7 to 13', f'{100*prob_mid:.1f}', 'percent')
show('Probability of 5 or fewer', f'{100*prob_low:.2f}', 'percent')
show('Expected empty cubes per million',
     f'{1e6*poisson(0, mean_number):.1f}')
show('Edge 20 nm, mean number', f'{8*mean_number:.1f}')
show('Edge 20 nm, fluctuation', f'{100*relative/math.sqrt(8):.1f}', 'percent')
for factor in (0.5, 2.0):
    show(f'Density times {factor}, mean number', f'{factor*mean_number:.1f}')
    show(f'Density times {factor}, fluctuation',
         f'{100*relative/math.sqrt(factor):.1f}', 'percent')
show('Atomic density (rough)', f'{atom_density_cm3:.1e}', 'cm^-3')
show('Atomic sites in cube', sites)
show('Probability per site', f'{site_probability:.2e}')
show('Fluctuation with finite sites', f'{100*site_relative:.3f}', 'percent')
show('Largest binomial-Poisson difference', f'{law_difference:.1e}')
show('Pair separation', f'{pair_separation:.1f}', 'nm')
show('Chance that partner is inside',
     f'{100*partner_inside(pair_separation):.1f}', 'percent')
show('Variance factor with pairs', f'{pair_factor:.3f}')
show('Simulated variance factor with pairs',
     f'{paired.var()/paired.mean():.3f}')
show('Fluctuation with pairs',
     f'{100*math.sqrt(pair_factor/mean_number):.1f}', 'percent')
show('Exclusion distance', f'{exclusion_distance:.1f}', 'nm')
show('Variance factor with exclusion', f'{exclusion_factor:.3f}')
show('Simulated variance factor with exclusion',
     f'{excluded.var()/excluded.mean():.3f}')
show('Fluctuation with exclusion',
     f'{100*math.sqrt(exclusion_factor/mean_number):.1f}', 'percent')
show('Relative spread of each edge', f'{100*edge_spread:.1f}', 'percent')
show('Fluctuation with edge spread', f'{100*spread_relative:.1f}', 'percent')
show('State radius', f'{state_radius:.1f}', 'nm')
show('Mean number touching cube', f'{touching_number:.2f}')
show('Fluctuation of number touching cube',
     f'{100/math.sqrt(touching_number):.1f}', 'percent')
show('Gap (rough)', f'{gap:.2f}', 'eV')
show('Filling 2kT below Fermi level', f'{1/(1+math.exp(-2)):.3f}')
show('Filling 2kT above Fermi level', f'{1/(1+math.exp(2)):.3f}')
for temperature, width, number in zip(temperatures, windows, active_means):
    show(f'Window 4kT at {temperature:.0f} K', f'{width:.4f}', 'eV')
    show(f'Mean number in window at {temperature:.0f} K', f'{number:.2f}')
    show(f'Fluctuation in window at {temperature:.0f} K',
         f'{100/math.sqrt(number):.1f}', 'percent')
print('success')
```

Printed output:

```
Gap-state density: 1.0e+19 cm^-3
Cube edge: 10.0 nm
Cube volume: 1.0e-18 cm^3
Mean number of states: 10.00
Standard deviation: 3.162 states
Relative fluctuation: 31.62 percent
Mean spacing n^(-1/3): 4.64 nm
Simulated number of cubes: 200000
Simulated standard deviation: 3.163 states
Simulated fluctuation: 31.63 percent
Probability of exactly 10: 12.51 percent
Probability of 7 to 13: 73.4 percent
Probability of 5 or fewer: 6.71 percent
Expected empty cubes per million: 45.4
Edge 20 nm, mean number: 80.0
Edge 20 nm, fluctuation: 11.2 percent
Density times 0.5, mean number: 5.0
Density times 0.5, fluctuation: 44.7 percent
Density times 2.0, mean number: 20.0
Density times 2.0, fluctuation: 22.4 percent
Atomic density (rough): 3.0e+22 cm^-3
Atomic sites in cube: 30000
Probability per site: 3.33e-04
Fluctuation with finite sites: 31.618 percent
Largest binomial-Poisson difference: 2.1e-05
Pair separation: 0.5 nm
Chance that partner is inside: 92.7 percent
Variance factor with pairs: 1.927
Simulated variance factor with pairs: 1.924
Fluctuation with pairs: 43.9 percent
Exclusion distance: 1.0 nm
Variance factor with exclusion: 0.963
Simulated variance factor with exclusion: 0.963
Fluctuation with exclusion: 31.0 percent
Relative spread of each edge: 5.0 percent
Fluctuation with edge spread: 32.8 percent
State radius: 0.5 nm
Mean number touching cube: 13.24
Fluctuation of number touching cube: 27.5 percent
Gap (rough): 0.70 eV
Filling 2kT below Fermi level: 0.881
Filling 2kT above Fermi level: 0.119
Window 4kT at 300 K: 0.1034 eV
Mean number in window at 300 K: 1.48
Fluctuation in window at 300 K: 82.3 percent
Window 4kT at 358 K: 0.1234 eV
Mean number in window at 358 K: 1.76
Fluctuation in window at 358 K: 75.3 percent
success
```
